Thermodynamic factor of a lithium alloy from its cell voltage

**Problem**

A cell at 700 K has pure liquid lithium as one electrode and a liquid lithium alloy as the other. The electrolyte between them is a molten salt that conducts lithium ions. Let x be the atomic fraction of lithium in the alloy, that is, lithium atoms divided by all atoms. The open-circuit voltage E is the potential of the alloy electrode minus that of the lithium electrode. Near x = 0.2 it falls with increasing x at a rate of 0.5 V per unit atomic fraction.

(a) Calculate d ln a/d ln x at x = 0.2, where a is the lithium activity in the alloy, with a = 1 for pure lithium.

(b) Compare the result with that of an ideal solution, and explain what it means for interdiffusion.

(c) Check the result by following the activity from x = 0.19 to x = 0.21.

(d) Can the voltage remain a straight line in x down to x = 0?

(e) How does the answer change if "lithium fraction" means lithium atoms per host atom?

(f) Which measurement errors and neglected effects matter most?

**Solution**

**(a) From voltage to activity**

Assume that the alloy is a single uniform phase, that temperature and pressure are constant, that no current flows, and that the electrolyte passes no electrons. One electron then goes through the external circuit for each lithium atom transferred.

Let one lithium atom pass from the pure metal to the alloy. It leaves the metal as an ion, crosses the electrolyte, and meets its electron again in the alloy. The alloy is large enough for its composition to stay the same. The Gibbs energy changes by μ − μ₀, where μ is the chemical potential of lithium in the alloy and μ₀ that in pure lithium, both per atom. At constant temperature and pressure, the electrical work delivered by a reversible process equals the decrease in Gibbs energy. This work is the elementary charge e times the voltage, so

eE = μ₀ − μ.

The voltage is positive when lithium has a lower chemical potential in the alloy than in the pure metal. The activity is defined by

μ = μ₀ + kT ln a,

where k is the Boltzmann constant. Inserting this in the previous equation gives eE = −kT ln a, or

ln a = −eE/(kT).

Differentiation with respect to x at fixed T gives

d ln a/dx = −(e/kT) dE/dx.

Since d ln x = dx/x, a derivative with respect to ln x is x times the derivative with respect to x:

d ln a/d ln x = −(e x/kT) dE/dx.

The value of E itself is not needed. If another reference electrode with a fixed lithium potential replaced pure lithium, E would shift by a constant at this temperature, and its slope would be unchanged.

The voltage falls, so dE/dx = −0.5 V. At 700 K the thermal voltage is kT/e = 0.06032 V. Therefore

d ln a/dx = 0.5/0.06032 = 8.289,

d ln a/d ln x = 0.2 × 8.289 = 1.658.

The answer is **d ln a/d ln x ≈ 1.66**, a pure number. If the slope is known only to one digit, it lies between 0.45 and 0.55 V per unit fraction, and the result between about 1.5 and 1.8. More digits are kept below to make comparisons possible. The number means that a small relative increase of x, say 1%, raises the lithium activity by about 1.66%.

The relation can be tested on an alloy whose Gibbs energy is known. Take a regular solution of n₁ lithium atoms and n₂ host atoms, with n = n₁ + n₂ and x = n₁/n:

G/(kT) = n₁ ln x + n₂ ln(1 − x) + w n₁n₂/n.

Here G is measured from the pure elements, and w is a dimensionless interaction strength. The lithium activity follows from the derivative with respect to n₁ at fixed n₂. In the first two terms, the derivatives of the logarithms contribute

(n₁/x) ∂x/∂n₁ − [n₂/(1 − x)] ∂x/∂n₁ = (n − n) ∂x/∂n₁ = 0,

so these terms leave ln x. The last term gives

w(n₂/n − n₁n₂/n²) = w(1 − x)(1 − x).

Hence, in this model,

ln a = ln x + w(1 − x)².

For w = −4, −1, 0 and 1.5, and x = 0.1, 0.2, 0.5 and 0.8, the voltage was computed by differentiating G numerically, and its slope was inserted in the relation above. The result agreed with the logarithmic derivative of this activity to within 7 × 10⁻⁷.

**(b) Comparison with an ideal solution, and interdiffusion**

Write a = γx, where γ is the activity coefficient, and call the required derivative Φ. Then

Φ = d ln a/d ln x = 1 + d ln γ/d ln x.

In an ideal solution γ = 1 at every composition, so Φ = 1. The relation from part (a) then requires the slope

dE/dx = −kT/(e x) = −0.06032/0.2 = −0.302 V per unit fraction.

Most of the given fall of 0.5 V is thus already present in an ideal solution, where it comes from the entropy of mixing. The rest gives d ln γ/d ln x = 0.658, so the activity coefficient rises with lithium content.

The slope alone does not say whether γ is above or below 1. The regular solution supplies one possible picture. Differentiating its ln a and multiplying by x gives

Φ = 1 − 2w x(1 − x).

Setting Φ = 1.658 at x = 0.2 gives w = −0.658/0.32 = −2.056. If the interaction term is purely an energy, as is usually assumed for a regular solution, a negative w means that mixing lowers the energy: lithium is bound more strongly in the alloy than in pure lithium. The voltage slope at a single temperature cannot confirm this, because an excess entropy of mixing could produce the same slope. In this model γ is below 1 and rises towards 1 as the surroundings of a lithium atom become more like pure lithium.

The host metal has the same factor. At constant temperature and pressure, the Gibbs–Duhem relation for lithium (1) and host (2) is

x d ln a₁ + (1 − x) d ln a₂ = 0.

Divide by dx and move the second term to the right. Since d(1 − x) = −dx, the minus sign is absorbed:

x d ln a₁/dx = (1 − x) d ln a₂/d(1 − x).

The left side is d ln a₁/d ln x, and the right side is d ln a₂/d ln(1 − x). In the regular solution with w = −2.056, the host factor computed from the Gibbs energy is also 1.658.

This common factor enters the diffusion coefficient because atoms drift down a gradient of chemical potential, not of concentration. Suppose that each species drifts with velocity −B dμ/dz relative to the local material, where B is its mobility. Suppose also that the number c of atoms per volume is constant, and that the gradient of one species does not directly drive the other. The lithium flux is then

J₁ = −c x B₁ dμ₁/dz = −c x B₁ kT (d ln a₁/dx)(dx/dz) = −c B₁kT Φ dx/dz.

The intrinsic diffusion coefficient is therefore D₁ = B₁kTΦ. The same steps for the host give D₂ = B₂kTΦ and J₂ = +c D₂ dx/dz, with the opposite sign because the host fraction falls where x rises.

If D₁ and D₂ differ, the two fluxes do not cancel, and the material itself moves with a velocity v that makes the total flux of atoms zero:

c v = −(J₁ + J₂) = c(D₁ − D₂) dx/dz.

The total lithium flux is J₁ + c x v:

J₁ + c x v = −c[D₁ − x(D₁ − D₂)] dx/dz = −c[(1 − x)D₁ + xD₂] dx/dz.

The bracket is the interdiffusion coefficient. With the intrinsic coefficients inserted, it becomes Darken's equation:

D = [(1 − x)B₁ + xB₂] kT Φ.

At the same composition, temperature and mobilities, this alloy therefore interdiffuses 1.66 times as fast as an ideal solution. The voltage slope says nothing about the mobilities, which must be found separately.

The sign of Φ also has a meaning. A uniform alloy with Φ < 0 would have a voltage that rises with x, and it would be unstable against separation, since atoms would drift towards regions already rich in their own kind. If two phases coexist in equilibrium, the lithium potential is the same in both, and the voltage stays constant as the overall composition changes. Inserting that zero slope gives zero, but this number is not the thermodynamic factor of either phase.

**(c) Check over a finite interval**

From x = 0.19 to x = 0.21 the voltage changes by −0.5 × 0.02 V = −10.0 mV. The ratio of the activities follows from ln a = −eE/(kT):

ln(a_b/a_a) = 0.0100/0.06032 = 0.1658,

a_b/a_a = 1.180.

The lithium fraction grows by a factor 0.21/0.19 = 1.105, whose logarithm is 0.1001. The quotient of the two logarithms is

0.1658/0.1001 = 1.656.

The small difference from 1.658 comes from the finite interval. Its ends are x(1 ± δ) with δ = 0.05, and

ln[(1 + δ)/(1 − δ)] ≈ 2δ(1 + δ²/3).

For a straight voltage line the quotient is therefore too low by the relative amount δ²/3, or about 0.08%. This check uses the same relation between voltage and activity as part (a), and it would agree equally well for any slope, so it confirms the differentiation and the arithmetic, not the relation itself.

**(d) The dilute limit**

A straight line cannot continue to x = 0. It would have a finite voltage there, and hence an activity above zero in an alloy that contains no lithium.

The factor shows the same conflict. In a dilute solution that obeys Henry's law, γ tends to a finite constant. If its derivative with respect to x also stays finite, then

Φ = 1 + x d ln γ/dx → 1 as x → 0.

A constant voltage slope would instead give Φ proportional to x, which tends to zero. At x = 0.001 the regular solution with w = −2.056 has Φ = 1.004, whereas the straight line gives 0.0083. The true slope must approach −kT/(e x), which grows without limit as the alloy becomes dilute. The given 0.5 V is therefore a local slope at x = 0.2.

**(e) Lithium atoms per host atom**

Let y be the number of lithium atoms per host atom, so that y = x/(1 − x). Then ln y = ln x − ln(1 − x), and

d ln y/dx = 1/x + 1/(1 − x) = 1/[x(1 − x)].

Multiplication by x gives d ln y/d ln x = 1/(1 − x), and hence

d ln a/d ln y = (1 − x) d ln a/d ln x.

For the alloy of part (a), x = 0.2 corresponds to y = 0.25, and the derivative with respect to ln y is 0.8 × 1.658 = 1.326. The alloy is the same; the composition scale has changed.

A different case arises if the data themselves refer to y, with a fall of 0.5 V per unit y at y = 0.2. The arithmetic of part (a) then gives d ln a/d ln y = 1.658. This alloy has x = 0.2/1.2 = 0.1667. Since 1/(1 − x) = 1 + y, the factor that enters Darken's equation is

Φ = (1 + y) d ln a/d ln y = 1.2 × 1.658 = 1.989.

This is 20% above the answer to part (a), so the composition scale of a voltage curve must be known before its slope is used.

**(f) Errors and neglected effects**

The result is proportional to the slope and to x, and inversely proportional to T. With the other two quantities held fixed in each case, the changes relative to 1.658 are:

- a slope steeper by 0.05 V per unit fraction: +10%;
- a lithium fraction higher by 0.01: +5%;
- a temperature higher by 5 K: −0.7%.

Two further effects change the slope that is read from the cell. The first is electronic leakage through the electrolyte. Let R₁ be the resistance of the ionic path and R₂ that of the electronic path. Even at open circuit, a current i flows around the internal loop, and the terminal voltage is

V = E − iR₁ = iR₂.

The second equality gives i = E/(R₁ + R₂), so that

V = E R₂/(R₁ + R₂) = (1 − t)E,

where t = R₁/(R₁ + R₂) is the electronic share of the total conductance. If t does not depend on x, the slope is reduced by the same factor. For an assumed leakage of 1%, the true slope is the measured one divided by 0.99, which raises Φ by 1.0%. This two-resistor picture requires the electronic share to be uniform across the electrolyte. In a molten salt in contact with lithium, the electronic conductivity usually rises with the local lithium activity and is largest near the pure lithium. The slope is then reduced by the electronic share at the alloy surface, which is smaller than the average over the cell, so an average leakage of 1% calls for a correction smaller than 1.0%.

The second effect is the use of widely spaced points. In the regular solution with w = −2.056, the tangent at x = 0.2 has the slope −0.5 V, but the chord from x = 0.15 to x = 0.25 has −0.5065 V. The chord would make Φ too large by 1.3%. The interaction part of this model's voltage is quadratic in x, and for a quadratic the chord between symmetric points equals the tangent at the middle. The difference therefore comes from the ln x term, whose curvature changes with x.

A real case close to this setting is a liquid lithium–tin electrode in a molten lithium salt. Tin melts at roughly 500 K, and at 700 K an alloy with 20 at.% lithium is a single liquid phase. The slope of 0.5 V is the value set in the problem, not a measured property of lithium–tin, and the regular solution serves here as a test model, not as a description of that alloy. One assumption that can fail in such a cell is that of a uniform alloy. After lithium has been added by a current, the surface remains richer in lithium than the interior until diffusion evens it out, and the voltage responds to the surface. A surface excess of 0.01 shifts the voltage by 0.5 × 0.01 V = 5 mV. If this affects one of the two readings in part (c), which differ by 10 mV, the slope and Φ are wrong by 50%. An equal voltage shift in both readings cancels. An equal surface excess in both readings cancels only for a straight voltage line; on a curved one the cell reports the slope at x = 0.21 instead of 0.20, which in the regular solution with w = −2.056 is 3.4% smaller in size. With a surface excess of this size in one reading and compositions this close together, the resulting error is larger than any of those listed above, so it is important to wait for a steady voltage.

The main numerical results are collected in the output below.

Table of computed values

```
Temperature: 700 K
Lithium atomic fraction x: 0.20
Voltage slope dE/dx: -0.50 V per unit fraction
Thermal voltage kT/e: 0.06032 V
d ln a/dx: 8.289 (dimensionless)
RESULT d ln a/d ln x: 1.658 (dimensionless)
d ln gamma/d ln x: 0.658 (dimensionless)
Ideal-solution slope at x: -0.3016 V per unit fraction
Largest mismatch, general test: 6.7e-07 (dimensionless)
Fitted interaction w: -2.056 kT
Factor from model activity: 1.658 (dimensionless)
Host factor in model: 1.658 (dimensionless)
Hand check from x = 0.19 to 0.21:
  voltage change: -10.0 mV
  ln of activity ratio: 0.1658 (dimensionless)
  activity ratio: 1.180 (dimensionless)
  ln of composition ratio: 0.1001 (dimensionless)
  quotient of logarithms: 1.656 (dimensionless)
Dilute alloy, x = 0.001:
  factor of model alloy: 1.004 (dimensionless)
  factor of straight line: 0.0083 (dimensionless)
Mole ratio y at x = 0.20: 0.25 (dimensionless)
d ln a/d ln y there: 1.326 (dimensionless)
If slope is per unit y, at y = 0.20:
  atomic fraction x: 0.1667 (dimensionless)
  d ln a/d ln x: 1.989 (dimensionless)
Changes in the result from errors and neglected effects:
  slope steeper by 0.05 V: +10.0 %
  x higher by 0.01: +5.0 %
  T higher by 5 K: -0.7 %
  correcting 1 % leakage: +1.0 %
  chord x = 0.15 to 0.25: +1.3 %
  chord slope: -0.5065 V per unit fraction
```
